# Choosing the Frozen-Phonon Step for a Dimerised Chain's Quadratic Gap Coupling

A three-cell dimerised chain is distorted by a frozen optical wave, and the curvature of its gap is taken from a symmetric difference. With displacement steps near $6.86\times10^{-6}$ nm the rms error is $1.5\times10^{-4}$ eV/nm². With steps ten times smaller it is $9.3\times10^{-3}$ eV/nm², some sixty times worse. A second derivative is defined by the limit of zero step, yet approaching that limit spoils the answer.

## The quantity and its conventions

The chain has $N$ cells of length $a$ and two sites per cell, with one electron level per site. Electrons are independent, the bands are half filled, and the lattice is static until stated otherwise. The Hamiltonian is

$$H=-\sum_n t_n\left(|n\rangle\langle n+1|+\text{h.c.}\right),\qquad t_n=t_n^{0}e^{-\beta(u_{n+1}-u_n)} .$$

The undistorted hoppings alternate: $t_1=2.85$ eV inside a cell and $t_2=2.15$ eV between cells. Stretching a bond weakens its hopping, with $\beta=16$ nm⁻¹. I write $d=t_1-t_2=0.70$ eV and $\theta=qa=2\pi j/N$, with $0<\theta<\pi$. The frozen wave is

$$u_n=(-1)^n x\cos(n\theta/2-\phi).$$

For equal masses and equal springs, $2u_n-u_{n+1}-u_{n-1}=4\cos^2(\theta/4)\,u_n$. The wave is therefore a normal mode, with frequency $\omega_q=\omega_0\cos(\theta/4)$.

Adding the two cosines in $u_{n+1}-u_n$ gives

$$u_{n+1}-u_n=-(-1)^n\,2x\cos(\theta/4)\cos\chi_n,\qquad \chi_n=(n+\tfrac12)\theta/2-\phi .$$

With $\kappa=2\beta\cos(\theta/4)$, bonds inside cells ($n$ even) become $t_1e^{\kappa x\cos\chi_n}$, and bonds between cells become $t_2e^{-\kappa x\cos\chi_n}$.

Let A and B be the two sites of a cell. In Bloch states with phase $e^{ikam}$ in cell $m$, the A–B matrix element of $H$ is $-(t_1+t_2e^{-ika})$. The bands are thus $\pm|t_1+t_2e^{-ika}|$, and they are closest at $ka=\pi$, with energies $\pm d$. The gap is $2d=1.40$ eV.

Crossing the $N$-cell supercell at this wavevector multiplies the state by $(-1)^N$, so for $N=3$ the closing bond carries a minus sign. An ordinary periodic ring would miss the band edge. For $x=0.003$ nm, a scan of 13 Bloch phases from 0 to $\pi$ found the smallest gap still at $\pi$.

The object sought is $G''$ at $x=0$, where $G(x)$ is the gap. The quadratic energy is $\tfrac12G''x^2$, so the coefficient of $x^2$ is half of $G''$.

## Why one-sided displacements are costly

The simplest scheme uses displacements of one sign:

$$\frac{G(2h)-2G(h)+G(0)}{h^2}=G''+hG'''+\tfrac{7}{12}h^2G''''+\dots$$

The coefficient of $G'''$ is $(2^3-2)/3!=1$, and that of $G''''$ is $(2^4-2)/4!=7/12$.

Each power of $x$ transfers wavevector $+q$ or $-q$ to the electron, and an energy shift requires its return to the band edge. One transfer cannot do this, so $G'=0$. Three can when $\theta=2\pi/3$, because $3q$ is a reciprocal-lattice vector. This permits a cubic term without requiring it. At the phase used here, $\phi=\pi/2$, the calculation gives $G'''=5.47\times10^4$ eV/nm³. At $h=6.859\times10^{-6}$ nm the leading error should be $hG'''=0.375$ eV/nm²; the measured error is 0.376.

Using both signs removes it:

$$D(h)=\frac{G(h)-2G(0)+G(-h)}{h^2}=G''+\frac{h^2}{12}G''''+\dots$$

All odd terms cancel, and the quartic coefficient is $2/4!=1/12$. At the same step the error falls to $1.4\times10^{-4}$ eV/nm².

## Balancing the two errors

Each computed gap also has a rounding error. If these errors are independent, with rms size $\sigma$, the weights $1,-2,1$ give a variance $(1+4+1)\sigma^2$ in the numerator. The rounding contribution to $D$ is $\sqrt6\,\sigma/h^2$, which grows as the step shrinks.

Let $A=|G''''|/12$ and $B=\sqrt6\,\sigma$. The truncation error is fixed and the rounding error has zero mean in this model, so the expected squared error is

$$\mathcal E^2=A^2h^4+\frac{B^2}{h^4}.$$

Setting its derivative to zero gives $4A^2h^3=4B^2/h^5$, hence $h^4=B/A$:

$$h_*=\left(\frac{12\sqrt6\,\sigma}{|G''''|}\right)^{1/4},\qquad \mathcal E_*=\sqrt{2AB}.$$

At this point the two contributions are equal.

The formula needs $\sigma$ and $G''''$, neither of which is known beforehand. Machine precision alone does not give $\sigma$, since the eigenvalue solver adds its own errors. I take 41 gaps at spacing $10^{-6}$ nm and form sixth differences. Their weights are binomial coefficients with alternating signs, and the squares sum to $\binom{12}{6}=924$. Independent errors therefore give

$$\sigma^2=\frac{\langle(\Delta^6G)^2\rangle}{924}.$$

The smooth gap contributes about $10^{-36}$ nm⁶ times its sixth derivative. Even a derivative of $10^{15}$ eV/nm⁶ would add just $10^{-21}$ eV. The result is $\sigma=1.31\times10^{-15}$ eV. Comparison with 50-digit gaps at the same displacements gives a scatter of $1.15\times10^{-15}$ eV.

The fourth derivative comes from a much coarser step, $H=5\times10^{-4}$ nm:

$$G''''\simeq\frac{G(2H)-4G(H)+6G(0)-4G(-H)+G(-2H)}{H^4}.$$

Its squared weights sum to 70, so rounding contributes $\sqrt{70}\,\sigma/H^4\approx0.2$ eV/nm⁴. The estimate, $1.742\times10^7$ eV/nm⁴, is 0.09% below the 50-digit value. Since $h_*$ depends on its fourth root, this hardly matters:

$$h_*=\left(\frac{12\times2.449\times1.31\times10^{-15}}{1.742\times10^7}\right)^{1/4}\text{nm}=6.86\times10^{-6}\ \text{nm}.$$

The expected error there is $9.7\times10^{-5}$ eV/nm². The measured rms error, over 41 steps within 5% of $h_*$, is $1.46\times10^{-4}$ eV/nm², half as large again.

The reason is visible in the independence assumption: all 41 differences share one value of $G(0)$. Its error is $-1.78\times10^{-15}$ eV, which enters with weight $-2$ and gives

$$\frac{2\times1.78\times10^{-15}}{(6.86\times10^{-6})^2}\approx7.6\times10^{-5}\ \text{eV/nm}^2 .$$

This has the same sign as the truncation error, $6.8\times10^{-5}$ eV/nm². Their sum is $1.44\times10^{-4}$ eV/nm², which accounts for most of the measured value if the errors of $G(\pm h)$ average out. The formula predicts a typical error and does not bound a particular one. These rounding figures also belong to one floating-point realisation: relabelling the sites cyclically can halve the error of $G(0)$, lowers the rms error at $h_*$ to about $1.2\times10^{-4}$ eV/nm², and moves the ratio between $h_*/10$ and $h_*$ over roughly 45 to 60.

On the large-step side the error is regular. At $10h_*$ both prediction and measurement are $6.85\times10^{-3}$ eV/nm². At $h_*/10$ they are $6.9\times10^{-3}$ and $9.3\times10^{-3}$ eV/nm²: this is the rounding growth noted at the outset.

The same rule serves a noisier gap calculation. Since $h_*\propto\sigma^{1/4}$ and $\mathcal E_*\propto\sigma^{1/2}$, noise a million times larger calls for a step 32 times larger and gives an error 1000 times larger, about 0.1 eV/nm² here. This holds if the noise is random and the quartic term still dominates truncation. Incomplete convergence that varies smoothly with $x$ is not random, and sixth differences would not reveal it.

## The perturbation result

A small numerical error bar does not show that the right derivative was computed. Second-order perturbation theory gives the curvature without any displacement step. Write $H=H_0+xH_1+\tfrac12x^2H_2+\dots$. For a nondegenerate band edge $|c\rangle$ with energy $E_c$,

$$E_c''=\langle c|H_2|c\rangle+2\sum_{m\ne c}\frac{|\langle m|H_1|c\rangle|^2}{E_c-E_m}.$$

The first part is the Debye–Waller term and the second the Fan term. Reversing the amplitudes on all B sites changes the sign of $H$, so the valence edge moves oppositely and $G''=2E_c''$.

**Debye–Waller part.** At $ka=\pi$ the conduction edge, in the order A, B, is $(1,-1)/\sqrt2$, with energy $t_1-t_2$. The second derivatives of the hoppings are $t_1\kappa^2\cos^2\chi_n$ and $t_2\kappa^2\cos^2\chi_n$. For $0<\theta<\pi$ each squared cosine averages to one half. Therefore $\langle H_2\rangle=\kappa^2d/2$, and the contribution to $G''$ is $+\kappa^2d$.

**Fan part.** The wave takes the electron from $k=\pi/a$ to $k+q$ or $k-q$. Consider $+q$. The relevant half of each cosine varies as $e^{i\theta m}$, and its common factor $e^{-i\phi}$ drops out of squared magnitudes. This is why $G''$ does not depend on $\phi$.

The operator $H_1$ has elements $-t_1\kappa\cos\chi_n$ inside cells and $+t_2\kappa\cos\chi_n$ between them. The second kind joins B in cell $m$ to A in cell $m+1$ and so acquires the factor $e^{\mp ika}=-1$. With $g=t_1e^{i\theta/4}+t_2e^{-i\theta/4}$, the elements from B to A and from A to B are

$$M_{AB}=-\frac{\kappa}{2}g,\qquad M_{BA}=-\frac{\kappa}{2}e^{i\theta/2}g^* .$$

Acting on $(1,-1)/\sqrt2$ they produce

$$w=\frac{\kappa}{2\sqrt2}\begin{pmatrix}g\\-e^{i\theta/2}g^*\end{pmatrix},\qquad w^\dagger w=\frac{\kappa^2|g|^2}{4},$$

where $|g|^2=t_1^2+t_2^2+2t_1t_2\cos(\theta/2)$.

At $k+q$ the two-band block $h$ has off-diagonal element $-(t_1-t_2e^{-i\theta})$ and energies $\pm\varepsilon$, with

$$\varepsilon^2=d^2+4t_1t_2S,\qquad S=\sin^2(\theta/2).$$

Because $h^2=\varepsilon^2$, we have $(d-h)(d+h)=d^2-\varepsilon^2$. The sum over both intermediate bands is then

$$w^\dagger(d-h)^{-1}w=-\frac{d\,w^\dagger w+w^\dagger hw}{4t_1t_2S}.$$

The remaining product is

$$w^\dagger hw=\frac{\kappa^2}{4}\,\mathrm{Re}\left[g^{*2}\left(t_1e^{i\theta/2}-t_2e^{-i\theta/2}\right)\right].$$

Insert $g^{*2}=t_1^2e^{-i\theta/2}+t_2^2e^{i\theta/2}+2t_1t_2$. The real part of the bracket is

$$t_1^3-t_2^3-t_1t_2d\cos\theta+2t_1t_2d\cos(\theta/2).$$

Using $t_1^3-t_2^3=d(t_1^2+t_1t_2+t_2^2)$ and $1-\cos\theta=2S$, this becomes $d(|g|^2+2t_1t_2S)$. One wavevector therefore contributes

$$-\frac{\kappa^2}{4}\,\frac{d\,(2|g|^2+2t_1t_2S)}{4t_1t_2S}
=-\frac{\kappa^2d}{8}\left(1+\frac{|g|^2}{t_1t_2S}\right).$$

Three factors of two follow: the two wavevectors $\pm q$, the 2 in $E_c''$, and the two band edges. The Fan part of $G''$ is

$$G''_{\rm F}=-\kappa^2d\left(1+\frac{|g|^2}{t_1t_2S}\right).$$

The Debye–Waller part cancels the 1, leaving

$$G''=-4\beta^2\cos^2(\theta/4)\,d\,\frac{t_1^2+t_2^2+2t_1t_2\cos(\theta/2)}{t_1t_2\sin^2(\theta/2)}.$$

For the example, $\kappa^2=4\times16^2\times0.75=768$ nm⁻², $|g|^2=18.87$ eV² and $t_1t_2S=4.596$ eV². Thus

$$G''=-768\times0.70\times\frac{18.8725}{4.5956}\approx-2208\ \text{eV/nm}^2 .$$

The coefficient of $x^2$ is $-1104$ eV/nm². The unrounded perturbation and frozen-displacement values differ by $1.4\times10^{-4}$ eV/nm², or $6\times10^{-8}$ of $G''$. In a separate test, 50-digit displacements of $10^{-10}$ nm matched the closed form to one part in $10^{10}$ for $\theta=2\pi/3$ and $4\pi/5$.

The Debye–Waller and Fan parts are $+538$ and $-2745$ eV/nm². If the hopping is linear in bond length, $H_2$ vanishes and the Fan part alone remains; frozen displacements with linear hopping confirm this. The magnitude is then 24% larger at the same first-order coupling. The curvature of the hopping law is thus a larger modelling question than the last digits of the derivative.

## Where the static expansion fails

At $q=0$ the uniform wave changes all bonds of one kind alike. The edge states remain eigenstates, and near $x=0$

$$G=2\left(t_1e^{2\beta x}-t_2e^{-2\beta x}\right).$$

Its slope is $4\beta(t_1+t_2)=320$ eV/nm and its curvature is $8\beta^2d=1434$ eV/nm², positive. The finite-$q$ formula does not approach this value. As $\theta\to0$,

$$G''\to-\frac{16\beta^2d(t_1+t_2)^2}{t_1t_2\theta^2}.$$

The wave then connects the edge to states in the same band only $\varepsilon-d\approx t_1t_2\theta^2/(2d)$ away. The expansion requires a displacement whose coupling is small against that separation, so the limits of small $x$ and small $q$ cannot be exchanged. Summing the static result over a whole phonon branch would diverge.

A moving lattice supplies a phonon energy in the denominators. At zero temperature, an electron added at the edge can emit a phonon into an empty state $m$, with denominator $E_c-E_m-\hbar\omega$. For a filled state $m$, the added electron blocks the virtual process $m\to c$, whose denominator was $E_m-E_c-\hbar\omega$. Removing that contribution reverses its sign, giving the denominator $E_c-E_m+\hbar\omega$.

I take $\hbar\omega_0=0.20$ eV, hence $\hbar\omega_q=0.173$ eV at $\theta=2\pi/3$. The total curvature becomes 0.93 of its static value. As a test of the denominators, a many-electron diagonalization of the six-site chain was made with a three-level quantized mode and $H_1$ scaled to one tenth of the zero-point amplitude. Its gap shift agreed within 1%.

For one wave in 29 cells the factor is 0.47. The separation $\varepsilon-d$ equals the phonon energy at $\theta=0.23$. With these parameters, static displacements need $\theta$ well above that value, and the recovery is slow: the factor is 0.72 at $\theta=0.43$, 0.89 at $\theta=1.08$ and only 0.94 near $\pi$. The phonon energy removes the divergence: with the zero-point amplitudes of the next section, the sum over all optical waves with $q\ne0$ gives $-0.086$ eV in 81 cells and $-0.093$ eV in 161.

## What the coupling means for a conjugated chain

The wave's kinetic energy is $\tfrac12NM\dot x^2$, since the squared cosines over $2N$ sites sum to $N$. A harmonic mode therefore has

$$\langle x^2\rangle=\frac{\hbar}{2NM\omega_q}\coth\frac{\hbar\omega_q}{2k_BT}.$$

For site mass $M=13$ u and 300 K the rms amplitude is $1.76\times10^{-3}$ nm. With the static curvature, the sine and cosine waves each contribute $\tfrac12G''\langle x^2\rangle$, so the pair shifts the gap by

$$G''\langle x^2\rangle=-2208\times(1.761\times10^{-3})^2\ \text{eV}=-6.85\ \text{meV}.$$

The hyperbolic cotangent is 1.0025, so nearly all of this is zero-point motion; warming from 0 to 300 K adds about 0.02 meV. To second order in the coupling, including the phonon energy in the denominators multiplies the zero-point shift by the factor 0.93 found above, which leaves about $-6.4$ meV. This number holds if 0.173 eV is the frequency already softened by the electrons: a full quantum treatment of both waves at that fixed frequency also gives $-6.4$ meV. If 0.173 eV is instead the bare spring value, the electrons soften the mode and the shift grows to about $-7.2$ meV for spinless electrons and $-8.5$ meV with spin. Averaging the full static gap over both Gaussian amplitudes gives $-6.79$ meV. Its difference from the static $-6.85$ meV is almost entirely the quartic term. At this wavevector a fourth-order return to the band edge needs two transfers of $+q$ and two of $-q$, so the quartic term does not depend on phase and is $G''''(x^2+y^2)^2/24$. Two equal Gaussian variances give $\langle(x^2+y^2)^2\rangle=8\langle x^2\rangle^2$, and $G''''/24$ times this is $+0.056$ meV.

These round parameters lie in the rough regime of trans-polyacetylene, a conjugated semiconductor with a gap near 1.5 eV. The shift belongs to one pair of waves in a three-cell supercell and is not the temperature shift of a real film's absorption edge. The uniform mode acts at first order: its zero-point motion spreads the model gap by 0.37 eV rms in three cells and 0.09 eV in 50, far more than 7 meV. When quantized, it also shifts the gap at second order. An added electron and an added hole each couple with half of 0.37 eV and each relax by $0.185^2/0.20\approx0.17$ eV about the neutral chain's equilibrium, so the three-cell gap falls by about 0.34 eV; this term decreases as $1/N$. Real chains also have electron–hole attraction. Near the edge, $E^2\approx d^2+t_1t_2(\delta k\,a)^2$ sets a length $a\sqrt{t_1t_2}/d=0.87$ nm for $a=0.245$ nm. With an assumed relative permittivity of 3, the Coulomb energy at that distance is roughly 0.55 eV, so the one-particle gap cannot be read as an optical absorption energy. The law $\omega_0\cos(\theta/4)$ is that of bare springs. If the spring constant is chosen so that this dimerisation is the equilibrium of the spinful chain, the bare energy is 0.19 eV, but the electrons soften the optical mode to about 0.10 eV at $q=0$, rising to about 0.12 eV at larger $q$. The amplitudes, the factor 0.47 and the crossing at $\theta=0.23$ depend on the assumed frequency and do not carry over to a real chain. Unequal springs and coupling between chains are also left out, and their effects are not estimated here.

The balanced step makes the derivative reliable within the model; the physical uncertainty lies in the assumed hopping law and in these omitted effects. The remaining sweep values are in the numerical output.

## Computed results

```
hoppings t1, t2: 2.85, 2.15 eV; beta: 16.0 1/nm
cells in ring: 3; q a: 2.09440 rad; phase: 1.57080 rad
site mass: 13.0 u; temperature: 300 K
phonon energy at q=0: 0.2000 eV; at q: 0.1732 eV
undistorted gap: 1.400000 eV
gap noise from sixth differences: 1.31e-15 eV
gap noise against 50-digit gaps: 1.15e-15 eV
error of computed G(0): -1.78e-15 eV
third derivative: 5.4701e+04 eV/nm^3
fourth derivative, coarse difference: 1.7422e+07 eV/nm^4
fourth derivative, 50 digits: 1.7437e+07 eV/nm^4
balanced step: 6.859e-06 nm
expected rms error at that step: 9.66e-05 eV/nm^2
step/balanced step, measured and expected rms error (eV/nm^2):
    0.1  9.25e-03  6.86e-03
    0.3  8.05e-04  7.62e-04
    1.0  1.46e-04  9.69e-05
    3.0  6.25e-04  6.16e-04
   10.0  6.85e-03  6.85e-03
G'' from frozen displacements: -2207.720463 eV/nm^2
G'' from perturbation theory: -2207.720604 eV/nm^2
difference of the two: 1.41e-04 eV/nm^2
quadratic coefficient G''/2: -1103.8603 eV/nm^2
one-sided difference error, same step: 0.3757 eV/nm^2
Debye-Waller part of G'': 537.6000 eV/nm^2
Fan part of G'' (= linear-hopping result): -2745.3206 eV/nm^2
uniform mode slope: 320.00 eV/nm
uniform mode curvature: 1433.60 eV/nm^2
rms amplitude at temperature: 1.761e-03 nm
coth factor at temperature: 1.00247
pair gap shift, quadratic: -6.8478 meV
pair gap shift, full Gaussian average: -6.7926 meV
quartic correction predicted: 0.0559 meV
G'' with phonon energy / static G'': 0.9315
q a where band energy equals phonon energy: 0.2288 rad
static G'' for one wave in 29 cells: -248728.7 eV/nm^2
with phonon energy / static, 29 cells: 0.4688
uniform-mode gap spread, 3 cells: 0.3704 eV
uniform-mode gap spread, 50 cells: 0.0907 eV
cell length: 0.245 nm; permittivity: 3.0
electron-hole size: 0.866 nm
rough Coulomb energy at that size: 0.55 eV
```
